# The Coulomb coefficient 1.786 in the Brus nanocrystal-gap formula: a program that tests the result

```python
"""
Result under test: two particles in the ground state of a hard-walled sphere
of radius R have <R/|r1-r2|> = C = 2 - Si(2 pi)/pi + Si(4 pi)/(2 pi), so that
  E(R) = Eg + hbar^2 pi^2/(2 R^2) (1/me + 1/mh) - C e^2/(4 pi eps0 eps R)
is the nanocrystal gap to first order in the electron-hole attraction.
Symbols: x = r/R; p(x) = 2 sin^2(pi x) radial density; me, mh masses;
mu reduced mass; eps dielectric constant; a exciton Bohr radius;
Ry = hbar^2/(2 mu a^2) exciton Rydberg; second-order energy = -4 S Ry.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import sici, spherical_jn, eval_legendre
from scipy.optimize import brentq
from scipy.linalg import eigh_tridiagonal

pi = np.pi
kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m0, eV nm^2
coul = sc.e / (4 * pi * sc.epsilon_0) * 1e9            # e^2/4 pi eps0, eV nm


def unit_gauss(n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return (nodes + 1) / 2, weights / 2


def density(x):
    return 2 * np.sin(pi * x)**2


# Rough parameters in the regime of CdSe nanocrystals
R, Eg, me, mh, eps = 2.0, 1.7, 0.13, 0.45, 9.0
eps_out, eps_fast = 2.0, 6.0
barrier_e, barrier_h, m_out = 3.0, 3.0, 1.0
m_heavy = 1.1
gap_slope = -0.4e-3                                    # eV/K
heating, temperature = 50.0, 300.0
mu = me * mh / (me + mh)

# ---- Coulomb coefficient: closed form, quadrature, sampling ----
si2, si4 = sici(2 * pi)[0], sici(4 * pi)[0]
C = 2 - si2 / pi + si4 / (2 * pi)
x, w = unit_gauss(120)
xt = np.outer(x, x)                                    # inner radius = x*t
C_quad = 2 * np.sum(w * density(x) * (density(xt) @ w))
assert abs(C - C_quad) < 1e-11
mean_r12 = 2 * np.sum(w * density(x) * x**2
                      * (density(xt) @ (w * (1 + x**2 / 3))))

rng = np.random.default_rng(12)
n_samples = 1_000_000
grid = np.linspace(0, 1, 20001)
cdf = np.concatenate(([0], np.cumsum((density(grid[1:])
                                    + density(grid[:-1])) / 2)))
cdf /= cdf[-1]
s1 = np.interp(rng.random(n_samples), cdf, grid)
s2 = np.interp(rng.random(n_samples), cdf, grid)
cosine = rng.uniform(-1, 1, n_samples)
r12 = np.sqrt((s1 - s2)**2 + 2 * s1 * s2 * (1 - cosine))
C_mc, C_err = np.mean(1 / r12), np.std(1 / r12) / np.sqrt(n_samples)
assert abs(C_mc - C) < 5 * C_err
assert abs(r12.mean() - mean_r12) < 5 * r12.std() / np.sqrt(n_samples)

centre = np.euler_gamma + np.log(2 * pi) - sici(2 * pi)[1]
assert abs(centre - np.sum(w * density(x) / x)) < 1e-11
assert 1 < C < centre
uniform = 2 * np.sum(w * 3 * x**2 * ((3 * xt**2) @ w))
assert abs(uniform - 6 / 5) < 1e-12


# ---- Ground level by finite volumes, with position-dependent mass ----
def level_numeric(m_in, barrier, outer_mass, r_max, cells=2000):
    h = r_max / cells
    r = (np.arange(cells) + 0.5) * h
    face = np.arange(cells + 1) * h
    mass = np.where(r < R, m_in, outer_mass)
    face_mass = np.concatenate(([mass[0]], (mass[1:] + mass[:-1]) / 2,
                                [mass[-1]]))
    flux = kin * face**2 / face_mass / h**2
    flux[-1] *= 2                                      # wall is half a cell away
    diag = (flux[1:] + flux[:-1]) / r**2 + np.where(r < R, 0.0, barrier)
    off = -flux[1:-1] / (r[1:] * r[:-1])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def level_finite(m_in, barrier):
    def mismatch(energy):
        k = np.sqrt(energy * m_in / kin)
        decay = np.sqrt((barrier - energy) * m_out / kin)
        return ((k / np.tan(k * R) - 1 / R) / m_in
                + (decay + 1 / R) / m_out)
    top = kin * pi**2 / (m_in * R**2)
    return brentq(mismatch, 1e-6, top * (1 - 1e-9))


Ee, Eh = kin * pi**2 / (me * R**2), kin * pi**2 / (mh * R**2)
for mass, energy in ((me, Ee), (mh, Eh)):
    assert abs(level_numeric(mass, 0.0, mass, R) / energy - 1) < 1e-4
Ee_fin, Eh_fin = level_finite(me, barrier_e), level_finite(mh, barrier_h)
assert abs(level_numeric(me, barrier_e, m_out, 2 * R) / Ee_fin - 1) < 2e-3
assert abs(level_numeric(mh, barrier_h, m_out, 2 * R) / Eh_fin - 1) < 2e-3


# ---- Second-order correlation energy ----
def bessel_zeros(l, count):
    z = np.arange(l + 0.5, (count + l / 2 + 1) * pi, 0.1)
    values = spherical_jn(l, z)
    places = np.where(values[:-1] * values[1:] < 0)[0][:count]
    return np.array([brentq(lambda q: spherical_jn(l, q), z[i], z[i + 1])
                     for i in places])


def second_order_terms(l, count):
    zeros = bessel_zeros(l, count)
    assert len(zeros) == count

    def pair(z, s):
        radial = np.sqrt(2) * s * spherical_jn(l, z * s)
        return (np.sqrt(2) * np.sin(pi * s) * radial
                / abs(spherical_jn(l + 1, z)))
    outer = np.array([pair(z, x) for z in zeros])
    inner = np.array([pair(z, xt) @ (w * x**l) for z in zeros])
    element = (outer * w) @ inner.T
    element = element + element.T
    rise = zeros**2 - pi**2
    cost = mu / me * rise[:, None] + mu / mh * rise[None, :]
    if l == 0:
        assert abs(element[0, 0] - C) < 1e-9
        element[0, 0], cost[0, 0] = 0.0, 1.0           # omit ground state
    return element**2 / (2 * l + 1) / cost


terms = [second_order_terms(l, 14) for l in range(9)]
parts = np.array([t.sum() for t in terms])
S = parts.sum()
S_bound = (C * mean_r12 - 1)**2
assert parts[-1] < 0.01 * S
# The truncated sum may lie up to about 2 percent below its limit.
assert S > 0.98 * S_bound

# Direct diagonalization in six s states per particle tests the sum's l=0 part.
ns = 6
index = np.arange(1, ns + 1)
outer = np.array([2 * np.sin(i * pi * x) * np.sin(j * pi * x)
                  for i in index for j in index])
inner = np.array([(2 * np.sin(i * pi * xt) * np.sin(j * pi * xt)) @ w
                  for i in index for j in index])
repulsion = (outer * w) @ inner.T
repulsion = (repulsion + repulsion.T).reshape(ns, ns, ns, ns)
repulsion = repulsion.transpose(0, 2, 1, 3).reshape(ns**2, ns**2)
kinetic = (pi**2 * (mu / me * index[:, None]**2
                    + mu / mh * index[None, :]**2)).ravel()


def pair_ground(g):
    return np.linalg.eigvalsh(np.diag(kinetic) - g * repulsion)[0]


g = 0.05
curvature = (pair_ground(g) + pair_ground(-g) - 2 * pair_ground(0)) / (2 * g**2)
slope = (pair_ground(g) - pair_ground(-g)) / (2 * g)
assert abs(-curvature / terms[0][:ns, :ns].sum() - 1) < 2e-3
assert abs(-slope / C - 1) < 1e-3

a_exc = 2 * kin * eps / (mu * coul)
Ry = kin / (mu * a_exc**2)
E_corr = -4 * S * Ry

# ---- Surface polarization ----
ratio = eps / eps_out


def image(l):
    return (ratio - 1) * (l + 1) / (ratio * l + l + 1)


for l in range(6):                                    # continuity of phi and D
    matrix = np.array([[1.0, -1.0], [eps * l, eps_out * (l + 1)]])
    reflected = np.linalg.solve(matrix, [-1 / eps, l + 1.0])[0]
    assert abs(eps * reflected - image(l)) < 1e-12
xf, wf = unit_gauss(400)


def moment(l):
    return np.sum(wf * density(xf) * xf**(2 * l))


polar_sum = sum(image(l) * moment(l) for l in range(1, 201))
some = slice(0, 200_000)
b1, b2, c12 = s1[some], s2[some], cosine[some]
sampled = sum(image(l) * ((b1**(2 * l) + b2**(2 * l)) / 2
                          - (b1 * b2)**l * eval_legendre(l, c12))
              for l in range(11))
short_sum = sum(image(l) * moment(l) for l in range(1, 11))
assert abs(sampled.mean() - short_sum) < 5 * sampled.std() / np.sqrt(len(b1))
E_pol = coul / (eps * R) * polar_sum

# ---- Band-structure corrections ----
coupling = np.sqrt(Eg * Ee)
Ee_np = Eg / 2 * (np.sqrt(1 + 4 * Ee / Eg) - 1)
two_band = np.linalg.eigvalsh([[Eg, coupling], [coupling, 0.0]])[1] - Eg
assert abs(two_band - Ee_np) < 1e-12

gamma1 = 1 / mh
gamma2 = (gamma1 - 1 / m_heavy) / 2
m_light = 1 / (gamma1 + 2 * gamma2)
raising = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
     np.diag([1.5, 0.5, -0.5, -1.5])]


def inverse_mass(direction):
    Jn = sum(d * j for d, j in zip(direction, J))
    return (gamma1 + 2.5 * gamma2) * np.eye(4) - 2 * gamma2 * Jn @ Jn


branches = np.linalg.eigvalsh(inverse_mass([0.36, 0.48, 0.8]))
assert np.allclose(branches, [1 / m_heavy] * 2 + [1 / m_light] * 2)
average = sum(inverse_mass(axis) for axis in np.eye(3)) / 3
assert np.allclose(average, gamma1 * np.eye(4))
Eh_low = kin * pi**2 / (m_heavy * R**2)


# ---- Worked example ----
def gap(radius):
    return (Eg + kin * pi**2 / radius**2 * (1 / me + 1 / mh)
            - C * coul / (eps * radius))


E_coul = -C * coul / (eps * R)
E_gap = gap(R)
to_nm = sc.h * sc.c / sc.e * 1e9
kT = sc.k * temperature / sc.e
hole_step = Eh * (bessel_zeros(1, 1)[0]**2 / pi**2 - 1)

print(f"Si(2 pi) = {si2:.6f}")
print(f"Si(4 pi) = {si4:.6f}")
print(f"C, closed form = {C:.6f}")
print(f"C, radial quadrature = {C_quad:.6f}")
print(f"C, sampling = {C_mc:.4f} +/- {C_err:.4f}")
print(f"cloud potential at centre (wall = 1) = {centre:.4f}")
print(f"C for two uniform balls = {uniform:.4f}")
print(f"mean separation / R = {mean_r12:.5f}")
print(f"inputs: R = {R} nm, Eg = {Eg} eV, eps = {eps}")
print(f"inputs: me = {me} m0, mh = {mh} m0")
print(f"hbar^2/(2 m0) = {kin:.6f} eV nm^2")
print(f"e^2/(4 pi eps0) = {coul:.6f} eV nm")
print(f"reduced mass = {mu:.5f} m0")
print(f"electron confinement = {Ee:.4f} eV")
print(f"hole confinement = {Eh:.4f} eV")
print(f"Coulomb energy = {E_coul:.4f} eV")
print(f"Brus gap = {E_gap:.4f} eV")
print(f"gap wavelength = {to_nm / E_gap:.1f} nm")
for radius in (1.5, 2.0, 3.0, 4.0):
    cterm = -C * coul / (eps * radius)
    print(f"R = {radius} nm: Coulomb {cterm:.4f} eV, gap {gap(radius):.4f} eV")
print(f"exciton Bohr radius = {a_exc:.3f} nm; R/a = {R / a_exc:.3f}")
print(f"exciton Rydberg = {Ry * 1e3:.2f} meV")
print(f"S, sum over states = {S:.5f}")
print(f"S, lower bound from trial state = {S_bound:.5f}")
print(f"4 S = {4 * S:.4f}; 4 S bound = {4 * S_bound:.4f}")
print(f"correlation shift = {E_corr * 1e3:.2f} meV")
print(f"outside dielectric constant = {eps_out}")
print(f"polarization sum = {polar_sum:.4f}")
print(f"polarization shift = {E_pol:+.4f} eV")
print(f"barriers: electron {barrier_e} eV, hole {barrier_h} eV")
print(f"mass outside = {m_out} m0")
print(f"finite-barrier electron level = {Ee_fin:.4f} eV")
print(f"finite-barrier hole level = {Eh_fin:.4f} eV")
print(f"finite-barrier shift = {Ee_fin + Eh_fin - Ee - Eh:+.4f} eV")
print(f"nonparabolic electron level = {Ee_np:.4f} eV")
print(f"nonparabolicity shift = {Ee_np - Ee:+.4f} eV")
print(f"heavy mass = {m_heavy} m0, light mass = {m_light:.3f} m0")
print(f"hole level lower bound with mixing = {Eh_low:.4f} eV")
print(f"valence mixing shift: between {Eh_low - Eh:+.4f} and 0 eV")
fast_coul = -C * coul / (eps_fast * R)
print(f"Coulomb energy with eps = {eps_fast}: {fast_coul:.4f} eV")
print(f"shift from that eps = {fast_coul - E_coul:+.4f} eV")
print(f"gap change, R 5% smaller = {gap(0.95 * R) - E_gap:+.4f} eV")
print(f"gap change, R 5% larger = {gap(1.05 * R) - E_gap:+.4f} eV")
print(f"rough bulk gap slope = {gap_slope * 1e3:.1f} meV/K")
print(f"shift on heating by {heating:.0f} K = {gap_slope * heating * 1e3:.0f} meV")
print(f"kT at {temperature:.0f} K = {kT * 1e3:.1f} meV")
print(f"hole 1s to 1p spacing = {hole_step * 1e3:.0f} meV")
print("all good")
```

Output:

```
Si(2 pi) = 1.418152
Si(4 pi) = 1.492161
C, closed form = 1.786073
C, radial quadrature = 1.786073
C, sampling = 1.7872 +/- 0.0013
cloud potential at centre (wall = 1) = 2.4377
C for two uniform balls = 1.2000
mean separation / R = 0.69932
inputs: R = 2.0 nm, Eg = 1.7 eV, eps = 9.0
inputs: me = 0.13 m0, mh = 0.45 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
reduced mass = 0.10086 m0
electron confinement = 0.7231 eV
hole confinement = 0.2089 eV
Coulomb energy = -0.1429 eV
Brus gap = 2.4892 eV
gap wavelength = 498.1 nm
R = 1.5 nm: Coulomb -0.1905 eV, gap 3.1665 eV
R = 2.0 nm: Coulomb -0.1429 eV, gap 2.4892 eV
R = 3.0 nm: Coulomb -0.0953 eV, gap 2.0190 eV
R = 4.0 nm: Coulomb -0.0714 eV, gap 1.8616 eV
exciton Bohr radius = 4.722 nm; R/a = 0.424
exciton Rydberg = 16.94 meV
S, sum over states = 0.07645
S, lower bound from trial state = 0.06202
4 S = 0.3058; 4 S bound = 0.2481
correlation shift = -5.18 meV
outside dielectric constant = 2.0
polarization sum = 0.5244
polarization shift = +0.0420 eV
barriers: electron 3.0 eV, hole 3.0 eV
mass outside = 1.0 m0
finite-barrier electron level = 0.3301 eV
finite-barrier hole level = 0.1629 eV
finite-barrier shift = -0.4390 eV
nonparabolic electron level = 0.5471 eV
nonparabolicity shift = -0.1761 eV
heavy mass = 1.1 m0, light mass = 0.283 m0
hole level lower bound with mixing = 0.0855 eV
valence mixing shift: between -0.1234 and 0 eV
Coulomb energy with eps = 6.0: -0.2143 eV
shift from that eps = -0.0714 eV
gap change, R 5% smaller = +0.0932 eV
gap change, R 5% larger = -0.0798 eV
rough bulk gap slope = -0.4 meV/K
shift on heating by 50 K = -20 meV
kT at 300 K = 25.9 meV
hole 1s to 1p spacing = 218 meV
all good
```
